# Lowest kinetic energy of Harriman orbitals in a one-dimensional harmonic well: verification in Python

```python
# Harriman orbitals for N spinless fermions in v = omega^2 x^2/2 (Hartree atomic units).
# n = sum_{k<N} phi_k^2, TW = (1/8) int n'^2/n, TTF = (pi^2/6) int n^3, Ts = omega N^2/4.
# chi_kappa = sqrt(n/N) exp(i kappa f), f = (2 pi/N) int_{-inf}^x n, labels with integer differences.
# Under test: T = TW + (12 sum kappa^2/N^3) TTF; centred labels TH = TW + (1-1/N^2) TTF;
# labels 0..N-1: T0 = TW + 2(N-1)(2N-1)/N^2 TTF; TW <= Ts <= TH; TTF > Ts; and for large N
# TW = C N^(1/3) - 1/8, TTF = N^2/4 + B N^(1/3), TH - Ts = (B+C) N^(1/3) - 3/8, up to O(N^(-1/3)),
# C = I/2, B = 4J, with I, J integrals of the Airy edge density g = Ai'^2 - xi Ai^2.
import itertools
import numpy as np
import sympy as sp
from scipy.special import airy, erf, erfc
from scipy.constants import physical_constants
pi = np.pi
EV = physical_constants['Hartree energy in eV'][0]

def hermite_density(N, x):
    prev, cur = np.zeros_like(x), pi**-0.25*np.exp(-x*x/2)
    n, dn = np.zeros_like(x), np.zeros_like(x)
    for k in range(N):
        d = np.sqrt(2*k)*prev - x*cur
        n += cur*cur
        dn += 2*cur*d
        prev, cur = cur, np.sqrt(2/(k+1))*x*cur - np.sqrt(k/(k+1))*prev
    return n, dn, prev, cur          # n, n', phi_{N-1}, phi_N

def edge_length(N):
    return (2*np.sqrt(2*N))**(-1/3)

def functionals(N, step=0.2):
    x0 = np.sqrt(2*N); h = step/x0
    m = int((x0 + 16*edge_length(N))/h)
    x = h*np.arange(-m, m+1)
    n, dn, pa, pb = hermite_density(N, x)
    assert abs(n.sum()*h - N) < 1e-9*N
    assert abs((x*x/2*n).sum()*h - N*N/4) < 1e-10*N*N
    assert np.max(np.abs(dn + x0*pa*pb)) < 1e-9
    return dict(TW=(dn*dn/n).sum()*h/8, TTF=pi**2/6*(n**3).sum()*h, x=x, h=h, n=n, dn=dn)

def harriman_direct(N, labels, omega=1.0):
    M = 2048; L = (np.sqrt(2*N) + 9)/np.sqrt(omega); h = 2*L/M
    x = -L + h*np.arange(M); q = 2*pi*np.fft.fftfreq(M, h)
    n = np.sqrt(omega)*hermite_density(N, np.sqrt(omega)*x)[0]
    rh = np.fft.fft(n - N*np.sqrt(omega/pi)*np.exp(-omega*x*x))
    rh[0] = 0; rh[1:] /= 1j*q[1:]
    R = np.fft.ifft(rh).real
    f = 2*pi/N*(R - R[0] + N*(1 + erf(np.sqrt(omega)*x))/2)
    chi = np.sqrt(n/N)*np.exp(1j*np.outer(labels, f))
    dchi = np.fft.ifft(1j*q*np.fft.fft(chi, axis=1), axis=1)
    S = chi.conj() @ chi.T*h
    j = (chi.conj()*dchi).imag.sum(0)
    return (0.5*(abs(dchi)**2).sum()*h, np.max(abs(S - np.eye(N))), 0.5*(j*j/n).sum()*h)

def panels(a, b, npan, order=20):
    t, w = np.polynomial.legendre.leggauss(order)
    e = np.linspace(a, b, npan+1); c = (e[1:] + e[:-1])/2; r = (e[1] - e[0])/2
    return (c[:, None] + r*t).ravel(), np.tile(r*w, npan)

Ns = [1, 2, 3, 4, 5, 10, 20, 50, 100, 200, 512]
F = {N: functionals(N) for N in Ns}
for N in Ns:
    d = F[N]; d['Ts'] = N*N/4
    d['TH'] = d['TW'] + (1 - 1/N**2)*d['TTF']
    d['T0'] = d['TW'] + 2*(N-1)*(2*N-1)/N**2*d['TTF']
    assert d['TW'] <= d['Ts'] + 1e-10 <= d['TH'] + 2e-10 and d['TTF'] > d['Ts']
fine = functionals(100, 0.1)
assert abs(fine['TW'] - F[100]['TW']) < 1e-9 and abs(fine['TTF'] - F[100]['TTF']) < 1e-8

# Ts and density from diagonalization (sinc DVR)
h = 0.15; xg = h*np.arange(-80, 81); dij = np.subtract.outer(np.arange(161), np.arange(161))
K = np.where(dij == 0, pi**2/6, (-1.0)**dij/np.maximum(dij*dij, 1))/h**2
ev, vec = np.linalg.eigh(K + np.diag(xg*xg/2))
for N in [1, 2, 3, 4, 5, 10]:
    c = vec[:, :N]
    assert abs(np.trace(c.T @ K @ c) - F[N]['Ts']) < 1e-9
    assert abs(ev[:N].sum() - N*N/2) < 1e-9
    assert np.max(abs((c*c).sum(1)/h - hermite_density(N, xg)[0])) < 1e-9

# explicit orbitals against the formulas
direct = {}
for N in [1, 2, 3, 4, 5, 10]:
    cen = np.arange(N) - (N-1)/2
    T, err, Tj = harriman_direct(N, cen); direct[N] = T
    assert err < 1e-10 and Tj < 1e-12 and abs(T - F[N]['TH']) < 1e-8
    T0, err0, Tj0 = harriman_direct(N, np.arange(N)*1.0)
    assert err0 < 1e-10 and abs(T0 - F[N]['T0']) < 1e-8 and abs(T0 - T - Tj0) < 1e-8
    for s in (-0.3, 0.1, 0.5):
        Tsh, errs, _ = harriman_direct(N, cen + s)
        assert errs < 1e-10 and Tsh > T
        assert abs(Tsh - F[N]['TW'] - 12*((cen+s)**2).sum()/N**3*F[N]['TTF']) < 1e-8
assert abs(harriman_direct(4, np.arange(4) - 1.5, 0.3)[0] - 0.3*F[4]['TH']) < 1e-8
bad = harriman_direct(2, np.array([-0.25, 0.25]))[1]
assert abs(bad - 2/pi) < 1e-9       # half-integer spacing is not orthogonal
for N in range(2, 6):
    best = min(N*np.var(s) for s in itertools.combinations(range(9), N))
    assert abs(best - N*(N*N-1)/12) < 1e-12

# closed forms for N = 2
y = sp.symbols('y', real=True)
ttf2 = sp.pi**2/6*sp.integrate(sp.expand((1+2*y**2)**3)*sp.exp(-3*y**2), (y, -sp.oo, sp.oo))/sp.pi**sp.Rational(3, 2)
assert abs(float(ttf2) - 16*pi/(27*np.sqrt(3))) < 1e-12 and abs(float(ttf2) - F[2]['TTF']) < 1e-11
K2 = np.sqrt(pi*np.e/2)*erfc(1/np.sqrt(2))
assert abs(1 - K2 - F[2]['TW']) < 1e-11

# Thomas-Fermi density and the positive form of TTF - Ts
for N in [1, 2, 5, 10]:
    x0 = np.sqrt(2*N); t, w = panels(0, pi, 30)
    x = x0*np.cos(t); wx = w*x0*np.sin(t); n0 = x0*np.sin(t)/pi
    assert abs(wx @ n0 - N) < 1e-11 and abs(wx @ (pi**2/6*n0**3 + x*x/2*n0) - N*N/2) < 1e-10
    n = hermite_density(N, x)[0]
    xo, wo = panels(x0, x0 + 9, 30); no = hermite_density(N, xo)[0]
    F[N]['in'] = wx @ (pi**2/6*(n-n0)**2*(n+2*n0))
    F[N]['out'] = 2*wo @ (pi**2/6*no**3 + (xo*xo/2 - N)*no)
    assert abs(F[N]['in'] + F[N]['out'] - (F[N]['TTF'] - F[N]['Ts'])) < 1e-9

# Airy edge constants; averaged tails added beyond xi = -Z
def airy_constants(Z):
    s, w = panels(0, np.sqrt(Z), 4000); z = s*s; w = 2*s*w
    a, ap, _, _ = airy(-z); g = ap*ap + z*a*a; g0 = s/pi
    I = w @ (a**4/g) + 3/(4*pi*np.sqrt(Z))
    J = w @ (pi**2/6*(g-g0)**2*(g+2*g0)) + 1/(32*pi*np.sqrt(Z))
    u, wu = panels(0, 12, 24); a, ap, _, _ = airy(u); g = ap*ap - u*a*a
    return I + wu @ (a**4/g), J + wu @ (pi**2/6*g**3 + u*g/2)
I, J = airy_constants(400.0); I1, J1 = airy_constants(100.0)
assert abs(I - I1) < 5e-5 and abs(J - J1) < 1e-5
C, B = I/2, 4*J
xi = np.linspace(-3, 3, 61); a, ap, _, _ = airy(xi); edge_err = []
for N in (64, 512):
    l = edge_length(N)
    edge_err.append(np.max(abs(l*hermite_density(N, np.sqrt(2*N) + l*xi)[0] - (ap*ap - xi*a*a))))
assert edge_err[1] < 0.01 and 3 < edge_err[0]/edge_err[1] < 5      # error ~ N^(-2/3)

# WKB bulk averages over pi/4 < tau < 3 pi/4 at N = 512
d = F[512]; m = abs(d['x']) < np.sqrt(512.0); n = d['n'][m]; n0 = np.sqrt(1024 - d['x'][m]**2)/pi
bw = (d['dn'][m]**2/n).sum()*d['h']; bt = (pi**2/6*(n-n0)**2*(n+2*n0)).sum()*d['h']
assert abs(bw - (3 - pi/2)/pi) < 5e-3 and abs(bt - 1/(8*pi)) < 1e-3

# asymptotic laws: residuals bounded by a small multiple of N^(-1/3)
for N in Ns:
    d = F[N]; r = N**(1/3)
    assert abs(d['TW'] - (C*r - 1/8)) < 0.05/r
    assert abs(d['TTF'] - d['Ts'] - B*r) < 0.06/r
    if N >= 10:
        assert abs(d['TH'] - d['Ts'] - ((B+C)*r - 3/8)) < 0.1/r
assert abs(F[512]['T0']/F[512]['Ts'] - 4) < 0.02

print("omega = 1 hartree; energies in hartree; 1 hartree = %.4f eV" % EV)
print("   N        TW           Ts          TTF           TH           T0")
for N in Ns:
    d = F[N]; print("%4d %9.6f %12.4f %12.5f %12.5f %12.4f" % (N, d['TW'], d['Ts'], d['TTF'], d['TH'], d['T0']))
print("   N      TW/Ts    TH/Ts-1   T0/Ts  TW_asym  TTF-Ts  B N^1/3   TH-Ts    asym")
for N in Ns:
    d = F[N]; r = N**(1/3)
    print("%4d %10.3e %10.3e %7.4f %8.5f %7.5f %7.5f %8.5f %8.5f" % (
        N, d['TW']/d['Ts'], abs(d['TH']/d['Ts']-1), d['T0']/d['Ts'], C*r-1/8,
        d['TTF']-d['Ts'], B*r, abs(d['TH']-d['Ts']), (B+C)*r-3/8))
print("Airy integrals (dimensionless): I = %.5f, J = %.6f" % (I, J))
print("C = %.5f, B = %.5f, B+C = %.5f hartree; 4C = %.4f, 4(B+C) = %.4f" % (C, B, B+C, 4*C, 4*(B+C)))
print("N=2: K = %.6f, TW = %.6f, TTF = %.6f, 0.75 TTF = %.6f hartree" % (K2, 1-K2, float(ttf2), 0.75*float(ttf2)))
for N in (2, 10):
    d = F[N]
    print("N=%d: int n^3 = %.6f bohr^-2, sum kappa^2 = %.2f, direct TH = %.6f hartree" % (
        N, d['TTF']*6/pi**2, ((np.arange(N)-(N-1)/2)**2).sum(), direct[N]))
    print("N=%d: TTF-Ts inside = %.6f, outside = %.6f hartree" % (N, d['in'], d['out']))
    print("N=%d: TW = %.3f, Ts = %.3f, TH = %.3f eV" % (N, d['TW']*EV, d['Ts']*EV, d['TH']*EV))
print("overlap for label spacing 1/2: %.6f (2/pi = %.6f)" % (bad, 2/pi))
print("edge length N=512: %.4f bohr; max|l n - g|: N=64 %.5f, N=512 %.5f" % (edge_length(512), *edge_err))
print("bulk N=512: int n'^2/n = %.4f (WKB %.4f) bohr^-2" % (bw, (3-pi/2)/pi))
print("bulk N=512: TF excess = %.5f (WKB %.5f) hartree" % (bt, 1/(8*pi)))
d = F[512]
print("N=512 residual*N^(1/3): TW %.4f, TTF %.4f hartree" % ((d['TW']-8*C+1/8)*8, (d['TTF']-d['Ts']-8*B)*8))
print("ALL CHECKS PASSED")
```

Output:

```
omega = 1 hartree; energies in hartree; 1 hartree = 27.2114 eV
   N        TW           Ts          TTF           TH           T0
   1  0.250000       0.2500      0.30230      0.25000       0.2500
   2  0.344320       1.0000      1.07484      1.15045       1.9566
   3  0.410643       2.2500      2.34003      2.49067       5.6107
   4  0.463484       4.0000      4.10181      4.30893      11.2307
   5  0.508129       6.2500      6.36159      6.61525      18.8295
  10  0.670172      25.0000     25.14618     25.56489      86.6701
  20  0.874633     100.0000    100.18861    100.81277     372.0734
  50  1.229178     625.0000    625.26066    626.23973    2427.7407
 100  1.579682    2500.0000   2500.33100   2501.66065    9853.3839
 200  2.021565   10000.0000  10000.41908  10002.19064   39704.1853
 512  2.810134   65536.0000  65536.57552  65539.13565  261381.6055
   N      TW/Ts    TH/Ts-1   T0/Ts  TW_asym  TTF-Ts  B N^1/3   TH-Ts    asym
   1  1.000e+00  0.000e+00  1.0000  0.24170 0.05230 0.07226  0.00000  0.06396
   2  3.443e-01  1.505e-01  1.9566  0.33701 0.07484 0.09104  0.15045  0.17805
   3  1.825e-01  1.070e-01  2.4936  0.40387 0.09003 0.10422  0.24067  0.25809
   4  1.159e-01  7.723e-02  2.8077  0.45710 0.10181 0.11471  0.30893  0.32180
   5  8.130e-02  5.844e-02  3.0127  0.50205 0.11159 0.12356  0.36525  0.37561
  10  2.681e-02  2.260e-02  3.4668  0.66503 0.14618 0.15568  0.56489  0.57071
  20  8.746e-03  8.128e-03  3.7207  0.87037 0.18861 0.19614  0.81277  0.81652
  50  1.967e-03  1.984e-03  3.8844  1.22593 0.26066 0.26621  1.23973  1.24214
 100  6.319e-04  6.643e-04  3.9414  1.57706 0.33100 0.33540  1.66065  1.66246
 200  2.022e-04  2.191e-04  3.9704  2.01947 0.41908 0.42258  2.19064  2.19204
 512  4.288e-05  4.785e-05  3.9884  2.80859 0.57552 0.57808  3.13565  3.13667
Airy integrals (dimensionless): I = 0.73340, J = 0.018065
C = 0.36670, B = 0.07226, B+C = 0.43896 hartree; 4C = 1.4668, 4(B+C) = 1.7558
N=2: K = 0.655680, TW = 0.344320, TTF = 1.074844, 0.75 TTF = 0.806133 hartree
N=2: int n^3 = 0.653427 bohr^-2, sum kappa^2 = 0.50, direct TH = 1.150454 hartree
N=2: TTF-Ts inside = 0.047278, outside = 0.027566 hartree
N=2: TW = 9.369, Ts = 27.211, TH = 31.305 eV
N=10: int n^3 = 15.287045 bohr^-2, sum kappa^2 = 82.50, direct TH = 25.564892 hartree
N=10: TTF-Ts inside = 0.094038, outside = 0.052144 hartree
N=10: TW = 18.236, Ts = 680.285, TH = 695.656 eV
overlap for label spacing 1/2: 0.636620 (2/pi = 0.636620)
edge length N=512: 0.2500 bohr; max|l n - g|: N=64 0.01525, N=512 0.00378
bulk N=512: int n'^2/n = 0.4532 (WKB 0.4549) bohr^-2
bulk N=512: TF excess = 0.03979 (WKB 0.03979) hartree
N=512 residual*N^(1/3): TW 0.0124, TTF -0.0204 hartree
ALL CHECKS PASSED
```
